# The $\alpha(Z\alpha)^5$ term in the Uehling shift of $nS$ levels, part 1

(Sections cited here and not found follow in the second part.)

## Question

I use units $\hbar=c=1$. My starting point is the renormalized one-loop vacuum polarization correction to the Coulomb potential of a point nucleus, in momentum space, with $m$ the electron mass:

$$V(q)=-\frac{4\pi Z\alpha}{q^2}\,\frac{\alpha}{\pi}\,P(q),\qquad P(q)=2\int_0^1 dx\,x(1-x)\ln\!\Big[1+x(1-x)\frac{q^2}{m^2}\Big].$$

For small $q$ I expand the logarithm. With $u=x(1-x)$, $\int_0^1u^2dx=1/30$ and $\int_0^1u^3dx=1/140$, so

$$\frac{P}{q^2}=\frac{1}{15m^2}-\frac{q^2}{140m^4}+\dots,\qquad V(\mathbf r)=-4\alpha Z\alpha\Big[\frac{\delta^3(\mathbf r)}{15m^2}+\frac{\nabla^2\delta^3(\mathbf r)}{140m^4}+\dots\Big].$$

The first term gives the contact shift $-\frac{4}{15}\frac{\alpha}{\pi}(Z\alpha)^4m/n^3$ for a Schrödinger $nS$ state. The exercise asks me to go one order further and find the coefficient of $\frac{\alpha}{\pi}(Z\alpha)^5m$. I am stuck twice over. The second term needs $\nabla^2|\psi|^2$ at the origin, which is infinite for an $S$ state. And by dimensions it would be of order $(Z\alpha)^6$, so my expansion has no $(Z\alpha)^5$ term at all. Where does that term come from, what is its coefficient, does it depend on $n$, and can a Schrödinger wave function be trusted at distances of order $1/m$?

## Answer

The term is $+\frac{5\pi}{48}\frac{\alpha}{\pi}(Z\alpha)^5m/n^3$. It comes from the cusp of the wave function at the nucleus, probed at momenta $q\sim m$, where the expansion of $P$ in $q^2/m^2$ is not valid. The infinity you found is the trace of this missing term. The cure is to keep the potential exact and expand the density instead.

I keep two masses apart: $m$ is the mass of the electron in the loop, and $\mu$ is the mass in the Schrödinger equation (the reduced mass, or the mass of another bound particle). Define

$$\beta=Z\alpha\mu,\qquad \kappa=\frac{\beta}{m}.$$

Here $1/\beta$ is the Bohr radius and $\kappa$ is the ratio of the range of the potential to the size of the atom. For an electron and an infinitely heavy nucleus $\mu=m$ and $\kappa=Z\alpha$. The model is your one-loop potential, linear in the nuclear field, for a point nucleus, taken in first-order perturbation theory. The Fourier convention is $V(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(r)$, which for a radial function is $V(q)=\frac{4\pi}{q}\int_0^\infty r\,V(r)\sin(qr)\,dr$.

### The potential as a sum of Yukawa terms

Put $Q=q/m$ and $x=(1+v)/2$. Then $u=(1-v^2)/4$ and $dx=dv/2$, and since the integrand is even in $v$, $\frac12\int_{-1}^1dv=\int_0^1dv$:

$$P=\frac12\int_0^1dv\,(1-v^2)\ln\!\Big[1+\frac{(1-v^2)Q^2}{4}\Big].$$

Integrate by parts to remove the logarithm. The antiderivative $v-v^3/3$ of $1-v^2$ vanishes at $v=0$ and the logarithm vanishes at $v=1$, so there is no boundary term. The derivative of the logarithm is $-2vQ^2/[4+(1-v^2)Q^2]$. Therefore

$$P=Q^2\int_0^1dv\,\frac{v^2\,(1-v^2/3)}{4+(1-v^2)Q^2}.$$

Now substitute $t=1/\sqrt{1-v^2}$, which runs from $1$ to $\infty$. The pieces are $1-v^2=1/t^2$, $v=\sqrt{t^2-1}/t$, $v\,dv=dt/t^3$ (from differentiating $v^2=1-t^{-2}$), $1-v^2/3=\frac23\big(1+\frac1{2t^2}\big)$, and $1/[4+Q^2/t^2]=t^2/(4t^2+Q^2)$. The powers of $t$ combine as $t^{-1}\cdot t^{-3}\cdot t^{2}=t^{-2}$, and

$$P=\frac23\,q^2\int_1^\infty\frac{w(t)\,dt}{q^2+4m^2t^2},\qquad w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

The factor $q^2$ cancels the $1/q^2$ of the Coulomb potential, so $V(q)=-Z\alpha\frac{2\alpha}{3\pi}\int w\,\frac{4\pi}{q^2+4m^2t^2}dt$. The transform of $e^{-Mr}/r$ is $\frac{4\pi}{q}\int_0^\infty e^{-Mr}\sin(qr)\,dr=\frac{4\pi}{q^2+M^2}$, so each $t$ contributes a Yukawa potential of mass $M=2mt$:

$$V(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,e^{-2mrt}\,dt. \tag{1}$$

The mass $2mt$ is the invariant mass of the virtual pair, and $t=1$ is the pair threshold. Since $w\ge0$, the potential is attractive at every $r$, and $\langle V\rangle<0$ in every state. It decays at least as fast as $e^{-2mr}$, so for $\kappa\ll1$ only the density close to the nucleus matters.

### The density near the nucleus

Write $\psi=R(r)/\sqrt{4\pi}$ and $\chi=rR$. The $S$-wave radial equation $-\chi''/2\mu-Z\alpha\chi/r=E\chi$ with $E=-\beta^2/(2\mu n^2)$ reads

$$\chi''=\Big(-\frac{2\beta}{r}+\frac{\beta^2}{n^2}\Big)\chi .$$

In the variable $\rho=\beta r$ this is $d^2\chi/d\rho^2=(-2/\rho+1/n^2)\chi$. Insert $R=R(0)\sum_kb_k\rho^k$ with $b_0=1$, so that $\chi\propto\sum_kb_k\rho^{k+1}$, and compare the coefficients of $\rho^{k-1}$:

$$k(k+1)\,b_k=-2b_{k-1}+\frac{b_{k-2}}{n^2}.$$

For $k=1$ the last term is absent, so $2b_1=-2$ and $b_1=-1$. For $k=2$, $6b_2=2+1/n^2$. Squaring the series,

$$|\psi|^2=|\psi(0)|^2\sum_kc_k\rho^k,\qquad c_0=1,\quad c_1=2b_1=-2,\quad c_2=b_1^2+2b_2=\frac13\Big(5+\frac1{n^2}\Big).$$

The slope $c_1=-2$ is the cusp condition. It does not contain $n$, because at small $r$ the $1/r$ term dominates the constant energy term; the energy first enters in $b_2$. A term linear in $r=|\mathbf r|$ is not a smooth function of the vector $\mathbf r$, and this is the source of your trouble.

The value $|\psi(0)|^2$ follows from two identities. Call $W(r)=-2\beta/r+\beta^2/n^2$, multiply $\chi''=W\chi$ by $2\chi'$ and integrate from $0$ to $\infty$. The left side is $[\chi'^2]_0^\infty=-R(0)^2$. The right side is $\int W(\chi^2)'dr=-\int W'\chi^2dr=-2\beta\langle r^{-2}\rangle$, where the boundary term $W\chi^2$ vanishes at both ends because $\chi^2\sim r^2$ at the origin. Hence $R(0)^2=2\beta\langle r^{-2}\rangle$.

For $\langle r^{-2}\rangle$, add the centrifugal term $l(l+1)/(2\mu r^2)$ with $l$ a continuous parameter. The ansatz $\chi=r^{l+1}e^{-\lambda r}f(r)$, $E=-\lambda^2/2\mu$, gives $rf''+(2l+2-2\lambda r)f'+[2\beta-2\lambda(l+1)]f=0$. For a polynomial $f$ of degree $n_r$ the coefficient of $r^{n_r}$ must vanish, which gives $\lambda=\beta/(n_r+l+1)$, and at $l=0$ the energy used above with $n=n_r+1$. The Hellmann–Feynman theorem at fixed $n_r$ equates $\partial E/\partial l=\beta^2/(\mu n^3)$ with $\langle(2l+1)/(2\mu r^2)\rangle$. At $l=0$ this is $\langle r^{-2}\rangle=2\beta^2/n^3$. So

$$R(0)^2=\frac{4\beta^3}{n^3},\qquad|\psi(0)|^2=\frac{\beta^3}{\pi n^3}.$$

### Term-by-term integration

The shift is $\Delta E=4\pi\int_0^\infty r^2|\psi|^2V\,dr$. Insert (1) and the series. One power of $r$ cancels against the $1/r$ of the potential, and

$$\int_0^\infty r^{k+1}e^{-2mrt}dr=\frac{(k+1)!}{(2mt)^{k+2}}.$$

Collecting the factors,

$$\Delta E=-Z\alpha\,\frac{2\alpha}{3\pi}\cdot4\pi\cdot\frac{\beta^3}{\pi n^3}\sum_kc_k\beta^k\frac{(k+1)!}{(2m)^{k+2}}J_{k+2},\qquad J_p=\int_1^\infty\frac{w(t)}{t^p}dt.$$

The constants give $\frac23\cdot4=\frac83$, one $1/\pi$ stays with $\alpha$, and the other two factors of $\pi$ cancel. With $Z\alpha\beta^3=(Z\alpha)^4\mu^3$ and $\beta^k/m^{k+2}=\kappa^k/m^2$,

$$\Delta E=\frac\alpha\pi(Z\alpha)^4\frac{\mu^3}{m^2n^3}F_n(\kappa),\qquad F_n=\sum_ka_k\kappa^k,\qquad a_k=-\frac83\,c_k\frac{(k+1)!}{2^{k+2}}J_{k+2}. \tag{2}$$

Every term is finite. The exchange of sum and integral is allowed when the series of absolute values is integrable. The density is a polynomial times $e^{-2\beta r/n}$, so $\sum_k|c_k|\rho^k$ is bounded by a polynomial times $e^{+2\beta r/n}$. This is integrable against $e^{-2mrt}$ for all $t\ge1$ if $\beta/n<m$, that is $\kappa<n$.

For the moments put $t=1/x$. Then $|dt|=dx/x^2$, $\sqrt{t^2-1}=\sqrt{1-x^2}/x$, $t^{-2}=x^2$ and $t^{-p}=x^p$. The powers of $x$ add to $p-1$:

$$J_p=\int_0^1x^{p-1}\Big(1+\frac{x^2}2\Big)\sqrt{1-x^2}\,dx.$$

For even $p$ the powers of $x$ are odd, and $y=1-x^2$, $x\,dx=-dy/2$, makes the integrals elementary:

$$\int_0^1x\sqrt{1-x^2}\,dx=\frac12\cdot\frac23=\frac13,$$

$$\int_0^1x^3\sqrt{1-x^2}\,dx=\frac12\int_0^1(1-y)\sqrt y\,dy=\frac12\Big(\frac23-\frac25\Big)=\frac2{15},$$

$$\int_0^1x^5\sqrt{1-x^2}\,dx=\frac12\int_0^1(1-y)^2\sqrt y\,dy=\frac12\Big(\frac23-\frac45+\frac27\Big)=\frac8{105}.$$

So $J_2=\frac13+\frac1{15}=\frac25$ and $J_4=\frac2{15}+\frac4{105}=\frac{18}{105}=\frac6{35}$. For $p=3$ the powers are even, and $x=\sin\theta$ turns $\sqrt{1-x^2}\,dx$ into $\cos^2\theta\,d\theta$. With $\sin^2\theta\cos^2\theta=\frac14\sin^22\theta$ and $\int_0^{\pi/2}\sin^22\theta\,d\theta=\pi/4$,

$$\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac\pi{16}.$$

An extra factor $\sin^2\theta=\frac12(1-\cos2\theta)$ gives

$$\int_0^{\pi/2}\sin^4\theta\cos^2\theta\,d\theta=\frac18\cdot\frac\pi4-\frac18\Big[\frac{\sin^32\theta}6\Big]_0^{\pi/2}=\frac\pi{32}.$$

Hence $J_3=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}$. The same two substitutions show that every even $p$ gives a rational number and every odd $p$ a rational multiple of $\pi$. Direct quadrature of $w/t^p$ in the program gives $0.4000000000$, $0.2454369261$ and $0.1714285714$ for $p=2,3,4$.

Now use (2):

$$a_0=-\frac83\cdot1\cdot\frac{1!}{4}\cdot\frac25=-\frac4{15},$$

$$a_1=-\frac83\cdot(-2)\cdot\frac{2!}{8}\,J_3=+\frac43\cdot\frac{5\pi}{64}=\frac{5\pi}{48},$$

$$a_2=-\frac83\,c_2\,\frac{3!}{16}\cdot\frac6{35}=-\frac6{35}c_2=-\frac2{35}\Big(5+\frac1{n^2}\Big).$$

The result is

$$\Delta E(nS)=\frac\alpha\pi(Z\alpha)^4\frac{\mu^3}{m^2n^3}\Big[-\frac4{15}+\frac{5\pi}{48}\kappa-\frac2{35}\Big(5+\frac1{n^2}\Big)\kappa^2+\dots\Big]. \tag{3}$$

For $\mu=m$ the second term is $\frac{5\pi}{48}\frac\alpha\pi(Z\alpha)^5m/n^3$, with $5\pi/48=0.3272492$. The statement "the coefficient is $5\pi/48$" needs two qualifications. It multiplies $1/n^3$, so it is the whole coefficient only for $1S$; all other $n$ dependence is absent because $c_1$ does not depend on $n$. And with two masses the term scales, within this static model, as $\mu^4/m^3$, one power of $\mu/m$ more than the contact term. This is accurate for a bound particle much heavier than the electron, such as a muon, which is still nonrelativistic at $q\sim m$. It does not give the recoil correction for an electron bound to a nucleus of mass $M$, because the electron is relativistic at $q\sim m$. With $\mu^3/m^2$ taken out as in (3), the rule would change the coefficient of $Z\alpha$ by $-\frac{5\pi}{48}\frac mM=-0.327\,\frac mM$, while the full two-photon exchange between two point spin-$\frac12$ particles (the radiative-recoil term, quoted here and not derived) changes it by $\frac1\pi\big(\frac{2\pi^2}9-\frac{70}{27}\big)\frac mM=-0.127\,\frac mM$.

As a test that does not use the series, the program computes $\langle V\rangle$ from (1) with the full normalized wave functions at a set of small $\kappa$, fits a polynomial, and reads off the Taylor coefficients at $\kappa=0$. For $n=1,2,3,4$ it finds $a_0=-0.26666667$ and $a_1=0.3272492$ each time, and $a_2=-0.34286,\,-0.30000,\,-0.29206,\,-0.28929$, in agreement with (3). It also tests the scaling with $\mu$.

For $l>0$ the density vanishes at the origin as $\rho^{2l}$, so the same integrals start at $k=2l$. A $P$ state begins at order $(Z\alpha)^6$ in this model and has no term of order $(Z\alpha)^5$.

### What the sign and size mean

The contact term evaluates the density at $r=0$, while the potential samples it over a small sphere. The mean radius weighted by the potential is

$$\bar r=\frac{\int d^3r\,r\,V}{\int d^3r\,V}=\frac{2!\,J_3/(2m)^3}{1!\,J_2/(2m)^2}=\frac{J_3}{mJ_2}=\frac{25\pi}{128\,m}=\frac{0.613592}{m}.$$

To first order in $\beta r$ the density at radius $r$ has dropped by the fraction $2\beta r$. The average of this over the potential is $2\beta\bar r$, so the ratio of the second term to the first is $-2\beta\bar r=-\frac{25\pi}{64}\kappa=-1.227185\,\kappa$. The ratio of the coefficients confirms it: $\frac{5\pi}{48}\big/\big(-\frac4{15}\big)=-\frac{75\pi}{192}=-\frac{25\pi}{64}$. The density falls away from the nucleus and the potential is attractive, so the contact term overestimates the binding and the correction is positive.

Expanding the density with the potential kept exact has given the missing term, $\frac{5\pi}{48}\frac\alpha\pi(Z\alpha)^5m/n^3$ for $\mu=m$, and traced it to the cusp of the wave function. It remains to show why the expansion in $q^2/m^2$ misses it, where the series in $\kappa$ fails and whether the Schrödinger wave function is good enough at $r\sim1/m$, and to work through a numerical example.
